# Characters of induced band representations, with honeycomb pz orbitals as example: a numerical check

```python
"""Character of a band representation induced from a site-symmetry irrep.

Result under test, for h = {R|v} in the little group of k:
  chi_k(h) = sum_a exp(-i k.t_a) chi_rho(g_a^-1 {E|-t_a} h g_a),
  t_a = h q_a - q_a, only sites a for which t_a is a lattice vector.
q_a = g_a q_1 are the sites of one cell, rho is the representation of the
site-symmetry group of q_1. Functions move as (h f)(r) = f(h^-1 r), and
Bloch sums are sum_T exp(i k.T) W(r - T).
The formula is compared with the explicit motion of Gaussian p functions.
Length unit: lattice constant a. Energy unit: hartree.
"""
import itertools
import numpy as np

rng = np.random.default_rng(4)
POINTS = rng.uniform(-0.7, 0.7, size=(70, 3))
GAUSS_EXPONENT = 5.0
CELLS = np.array(list(itertools.product(range(-6, 7), repeat=2)))
IDENTITY = np.eye(3)
ZERO = np.zeros(3)


def rotation_z(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def reciprocal(lattice):
    planar = 2 * np.pi * np.linalg.inv(lattice[:, :2]).T
    return np.hstack([planar, np.zeros((2, 1))])


class Model:
    """Sites g_a q_1 carrying p orbitals along the columns of 'axes'."""
    def __init__(self, lattice, site, coset, axes):
        self.lattice, self.recip = lattice, reciprocal(lattice)
        self.site, self.coset, self.axes = site, coset, axes
        self.positions = [R @ site + v for R, v in coset]

    def cell_coordinates(self, vector):
        return self.recip @ vector / (2 * np.pi)

    def is_lattice_vector(self, vector):
        c = self.cell_coordinates(vector)
        return np.allclose(c, np.round(c), atol=1e-8) and abs(vector[2]) < 1e-8

    def in_little_group(self, R, k):
        c = self.lattice @ (R @ k - k) / (2 * np.pi)
        return np.allclose(c, np.round(c), atol=1e-8)


def bloch_functions(points, k, model):
    shifts = CELLS @ model.lattice
    phases = np.exp(1j * shifts @ k)
    columns = []
    for (R, _), q in zip(model.coset, model.positions):
        d = points[:, None, :] - q - shifts[None, :, :]
        envelope = np.exp(-GAUSS_EXPONENT * np.sum(d**2, axis=2)) * phases
        columns.append(np.einsum('pt,pti->pi', envelope, d @ (R @ model.axes)))
    return np.hstack(columns)


def moved_function_matrix(R, v, k, model):
    """Matrix of h found by moving the functions and expanding them again."""
    original = bloch_functions(POINTS, k, model)
    moved = bloch_functions((POINTS - v) @ R, k, model)
    D = np.linalg.lstsq(original, moved, rcond=None)[0]
    assert np.max(np.abs(original @ D - moved)) < 1e-9
    return D


def induced_character(R, v, k, model):
    total = 0j
    for (Ra, _), q in zip(model.coset, model.positions):
        t = R @ q + v - q
        if model.is_lattice_vector(t):
            site_operation = Ra.T @ R @ Ra
            rho = model.axes.T @ site_operation @ model.axes
            total += np.exp(-1j * k @ t) * np.trace(rho)
    return total


# Lattices, point group and models
hexagonal = np.array([[1, 0, 0], [0.5, np.sqrt(3) / 2, 0]])
sigma_h = np.diag([1.0, 1.0, -1.0])
mirror_y = np.diag([1.0, -1.0, 1.0])
D6h = [rotation_z(n * np.pi / 3) @ m @ s for n in range(6)
       for m in (IDENTITY, mirror_y) for s in (IDENTITY, sigma_h)]
C2z, C3z = rotation_z(np.pi), rotation_z(2 * np.pi / 3)
site_A = hexagonal.sum(axis=0) / 3
honey_coset = [(IDENTITY, ZERO), (C2z, ZERO)]
honey = Model(hexagonal, site_A, honey_coset, IDENTITY[:, 2:])
honey_xy = Model(hexagonal, site_A, honey_coset, IDENTITY[:, :2])
kagome = Model(hexagonal, hexagonal[0] / 2,
               [(rotation_z(n * np.pi / 3), ZERO) for n in range(3)],
               IDENTITY[:, :1])
rectangular = np.array([[1.0, 0, 0], [0, 1.3, 0]])
half = rectangular[0] / 2
p2mg = Model(rectangular, np.array([0.25, 0.26, 0]), honey_coset,
             IDENTITY[:, :1])
p2mg_ops = [(IDENTITY, ZERO), (C2z, ZERO),
            (np.diag([-1.0, 1, 1]), half), (mirror_y, half)]
hex_ops = [(R, ZERO) for R in D6h]
K_COORD = {'Gamma': (0, 0), 'K': (2 / 3, 1 / 3), 'M': (0.5, 0)}
kpoint = {n: np.array(c) @ honey.recip for n, c in K_COORD.items()}

# General formula against moved functions, with extra lattice translations
largest_error, comparisons = 0.0, 0
cases = [(m, hex_ops, list(kpoint.values())) for m in (honey, honey_xy, kagome)]
cases.append((p2mg, p2mg_ops, [np.array(c) @ p2mg.recip for c in
                               ((0, 0), (0.5, 0), (0, 0.5), (0.5, 0.5))]))
for model, operations, momenta in cases:
    for k in momenta:
        for R, v in operations:
            if not model.in_little_group(R, k):
                continue
            for extra in (ZERO, model.lattice[0]):
                direct = np.trace(moved_function_matrix(R, v + extra, k, model))
                formula = induced_character(R, v + extra, k, model)
                largest_error = max(largest_error, abs(direct - formula))
                comparisons += 1
assert largest_error < 1e-8

# The choice of the cell in which a site is placed must not matter
shifted = Model(hexagonal, site_A, [(IDENTITY, ZERO), (C2z, hexagonal[0])],
                IDENTITY[:, 2:])
for k in kpoint.values():
    for R in D6h:
        if honey.in_little_group(R, k):
            assert abs(induced_character(R, ZERO, k, honey)
                       - induced_character(R, ZERO, k, shifted)) < 1e-10

# Character tables; each function returns the class name and all characters
D6_TABLE = {'A1': (1, 1, 1, 1, 1, 1), 'A2': (1, 1, 1, 1, -1, -1),
            'B1': (1, -1, 1, -1, 1, -1), 'B2': (1, -1, 1, -1, -1, 1),
            'E1': (2, 1, -1, -2, 0, 0), 'E2': (2, -1, -1, 2, 0, 0)}
D3_TABLE = {'A1': (1, 1, 1), 'A2': (1, 1, -1), 'E': (2, -1, 0)}


def proper_class(p):
    """0 E, 1 C6, 2 C3, 3 C2, 4 C2' (axis through atoms), 5 C2''."""
    if p[2, 2] > 0:
        return {3: 0, 2: 1, 0: 2, -1: 3}[int(round(np.trace(p)))]
    axis_angle = 0.5 * np.arctan2(p[1, 0], p[0, 0])
    return 4 if np.cos(6 * axis_angle) < 0 else 5


def table_D6h(R):
    det = int(round(np.linalg.det(R)))
    c = proper_class(R * det)
    names = (('E', 'C6', 'C3', 'C2', "C2'", "C2''") if det > 0 else
             ('i', 'S3', 'S6', 'sigma_h', 'sigma_d', 'sigma_v'))
    return names[c], {n + p: row[c] * (det if p == 'u' else 1)
                      for n, row in D6_TABLE.items() for p in 'gu'}


def table_D3h(R):
    det = int(round(np.linalg.det(R)))
    c = proper_class(R if det > 0 else sigma_h @ R)
    c = {0: 0, 2: 1, 4: 2, 5: 2}[c]
    names = ('E', 'C3', 'C2') if det > 0 else ('sigma_h', 'S3', 'sigma_v')
    return names[c], {n + p: row[c] * (det if p == "''" else 1)
                      for n, row in D3_TABLE.items() for p in ("'", "''")}


def table_D2h(R):
    x = kpoint['M'] / np.linalg.norm(kpoint['M'])
    frame = np.array([x, np.cross(IDENTITY[2], x), IDENTITY[2]])
    det = int(round(np.linalg.det(R)))
    sx, sy, sz = np.round(np.diag(frame @ R @ frame.T) * det).astype(int)
    names = {(1, 1, 1): ('E', 'i'), (-1, -1, 1): ('C2z', 'sigma_xy'),
             (-1, 1, -1): ('C2y', 'sigma_xz'), (1, -1, -1): ('C2x', 'sigma_yz')}
    rows = {'A': 1, 'B1': sz, 'B2': sy, 'B3': sx}
    return (names[(sx, sy, sz)][0 if det > 0 else 1],
            {n + p: c * (det if p == 'u' else 1)
             for n, c in rows.items() for p in 'gu'})


def reduce_characters(group, characters, table):
    rows = [table(R)[1] for R in group]
    names = list(rows[0])
    matrix = np.array([[row[n] for n in names] for row in rows], float)
    assert np.allclose(matrix.T @ matrix / len(group), np.eye(len(names)))
    counts = matrix.T @ np.array(characters) / len(group)
    assert np.allclose(counts, np.round(counts.real), atol=1e-7)
    return {n: int(round(c.real)) for n, c in zip(names, counts)
            if round(c.real) != 0}


def text(reduction):
    return ' + '.join(n if m == 1 else f'{m}{n}' for n, m in reduction.items())


print(f'Formula vs moved functions: {comparisons} comparisons, '
      f'all within 1e-8')
site_group = [R for R in D6h if honey.is_lattice_vector(R @ site_A - site_A)]
site_irrep = reduce_characters(site_group, [R[2, 2] for R in site_group],
                               table_D3h)
assert site_irrep == {"A2''": 1}
print(f'Site group order {len(site_group)}, pz site irrep: {text(site_irrep)}')

tables = {'Gamma': table_D6h, 'K': table_D3h, 'M': table_D2h}
expected = {'Gamma': {'A2u': 1, 'B2g': 1}, 'K': {"E''": 1},
            'M': {'B1u': 1, 'B2g': 1}}
little = {}
for name, k in kpoint.items():
    little[name] = [R for R in D6h if honey.in_little_group(R, k)]
    chars = [induced_character(R, ZERO, k, honey) for R in little[name]]
    classes = {}
    for R, chi in zip(little[name], chars):
        classes.setdefault(tables[name](R)[0], []).append(chi)
    print(f'{name}: k = ({K_COORD[name][0]:.4f}, {K_COORD[name][1]:.4f}) '
          f'in b1, b2; little point group order {len(chars)}')
    for label, values in classes.items():
        assert np.allclose(values, round(values[0].real), atol=1e-9)
        print(f'  {len(values)} x {label:9s} character '
              f'{int(round(values[0].real)):2d}')
    reduction = reduce_characters(little[name], chars, tables[name])
    assert reduction == expected[name]
    print(f'  reduction at {name}: {text(reduction)}')

for label, q in zip('AB', honey.positions):
    t = C3z @ q - q
    n = np.round(honey.cell_coordinates(t)).astype(int)
    z = np.exp(-1j * kpoint['K'] @ t)
    print(f'C3 at K, site {label}: t = ({n[0]}, {n[1]}) in a1, a2; '
          f'phase {z.real:.4f} {z.imag:+.4f}i')
about_atom = induced_character(C3z, site_A - C3z @ site_A, kpoint['K'], honey)
print(f'C3 about atom A at K: character {about_atom.real:.4f} '
      f'{about_atom.imag:+.4f}i')

# Symmetric tight-binding model and the irreps of its eigenstates
t1, t2, t3, stagger = -0.1, -0.01, -0.01, 0.01


def hamiltonian(k):
    H = np.zeros((2, 2), complex)
    for i, j in itertools.product(range(2), repeat=2):
        for T in CELLS @ hexagonal:
            distance = np.linalg.norm(honey.positions[j] + T - honey.positions[i])
            for hop, shell in ((t1, 1 / np.sqrt(3)), (t2, 1), (t3, 2 / np.sqrt(3))):
                if abs(distance - shell) < 1e-8:
                    H[i, j] += hop * np.exp(1j * k @ T)
    return H


print(f'Hoppings t1, t2, t3 = {t1}, {t2}, {t3} hartree')
closed = {'Gamma': [6 * t2 + s * 3 * (t1 + t3) for s in (1, -1)],
          'K': [-3 * t2, -3 * t2],
          'M': [-2 * t2 + s * (t1 - 3 * t3) for s in (1, -1)]}
for name, k in kpoint.items():
    H = hamiltonian(k)
    energies, vectors = np.linalg.eigh(H)
    assert np.allclose(energies, sorted(closed[name]), atol=1e-12)
    matrices = [moved_function_matrix(R, ZERO, k, honey) for R in little[name]]
    assert all(np.allclose(H @ D, D @ H, atol=1e-8) for D in matrices)
    degenerate = abs(energies[1] - energies[0]) < 1e-10
    assert degenerate == (name == 'K')
    for members in ([[0, 1]] if degenerate else [[0], [1]]):
        V = vectors[:, members]
        chars = [np.trace(V.conj().T @ D @ V) for D in matrices]
        irrep = text(reduce_characters(little[name], chars, tables[name]))
        print(f'{name}: E = {energies[members[0]]:.4f} hartree, '
              f'degeneracy {len(members)}, irrep {irrep}')

split = np.linalg.eigvalsh(hamiltonian(kpoint['K'])
                           + np.diag([stagger, -stagger]))
assert abs(split[1] - split[0] - 2 * stagger) < 1e-12
print(f'Staggered site energy +/-{stagger} hartree: gap at K = '
      f'{split[1] - split[0]:.4f} hartree')
print('OK')
```

Running it gives:

```
Formula vs moved functions: 296 comparisons, all within 1e-8
Site group order 12, pz site irrep: A2''
Gamma: k = (0.0000, 0.0000) in b1, b2; little point group order 24
  1 x E         character  2
  1 x sigma_h   character -2
  3 x sigma_d   character  0
  3 x C2''      character  0
  2 x C6        character  0
  2 x S6        character  0
  3 x sigma_v   character  2
  3 x C2'       character -2
  2 x C3        character  2
  2 x S3        character -2
  1 x C2        character  0
  1 x i         character  0
  reduction at Gamma: A2u + B2g
K: k = (0.6667, 0.3333) in b1, b2; little point group order 12
  1 x E         character  2
  1 x sigma_h   character -2
  3 x sigma_v   character  0
  3 x C2        character  0
  2 x C3        character -1
  2 x S3        character  1
  reduction at K: E''
M: k = (0.5000, 0.0000) in b1, b2; little point group order 8
  1 x E         character  2
  1 x sigma_xy  character -2
  1 x sigma_yz  character  0
  1 x C2y       character  0
  1 x C2z       character  0
  1 x i         character  0
  1 x sigma_xz  character  2
  1 x C2x       character -2
  reduction at M: B1u + B2g
C3 at K, site A: t = (-1, 0) in a1, a2; phase -0.5000 -0.8660i
C3 at K, site B: t = (1, 0) in a1, a2; phase -0.5000 +0.8660i
C3 about atom A at K: character 0.5000 -0.8660i
Hoppings t1, t2, t3 = -0.1, -0.01, -0.01 hartree
Gamma: E = -0.3900 hartree, degeneracy 1, irrep A2u
Gamma: E = 0.2700 hartree, degeneracy 1, irrep B2g
K: E = 0.0300 hartree, degeneracy 2, irrep E''
M: E = -0.0500 hartree, degeneracy 1, irrep B2g
M: E = 0.0900 hartree, degeneracy 1, irrep B1u
Staggered site energy +/-0.01 hartree: gap at K = 0.0200 hartree
OK
```
